# Inverse-time purge pressure from a uniform distribution of wall desorption energies, part 1

(Sections cited here and not found follow in the second part.)

## First half: release from the wall

### What gas flushing alone predicts

A reactor of volume \(V=2.0\times10^{-3}\ \mathrm{m^3}\) has been dosed with a precursor and is now purged. The gas leaves at the volumetric flow \(S=2.0\times10^{-2}\ \mathrm{m^3/s}\), measured at reactor pressure. If the gas is well mixed and the walls are ignored, the precursor partial pressure falls as

\[
p(t)=p_0e^{-t/\tau_g},\qquad \tau_g=\frac{V}{S}=0.10\ \mathrm{s}.
\]

Starting from \(p_0=0.20\) Pa, the target \(p_*=10^{-4}\) Pa would be reached at

\[
t=\tau_g\ln\frac{p_0}{p_*}=0.10\ \mathrm{s}\times\ln 2000=0.76\ \mathrm{s}.
\]

A co-reactant admitted at that moment would meet far more precursor than intended if the walls were still giving it off. With the wall inventory used below, the target is reached after about 47 s, some sixty times later. A purge time taken from the flush time is then wrong, and so is the expectation that each further factor of ten in pressure costs the same extra time.

SI units are used, with desorption energies in electronvolts. All parameters are round model values for a generic precursor of mass 100 u on walls at \(T=400\) K.

### One desorption energy

Take first a wall on which every molecule is bound with the same desorption energy \(E\). Desorption is assumed to be first order: each adsorbed molecule leaves with a probability per unit time that does not depend on the others,

\[
k(E)=\nu e^{-E/k_BT}.
\]

Here \(k_B\) is Boltzmann's constant and \(\nu\) is the desorption prefactor. For the present, a molecule that has left the wall does not return. The number on the wall, \(N\), obeys

\[
\frac{dN}{dt}=-kN,\qquad N(t)=N_0e^{-kt},
\]

and the release rate into the gas is the loss rate of the wall,

\[
Q(t)=-\frac{dN}{dt}=N_0ke^{-kt}.
\]

This is again an exponential, with the release time \(1/k\) in place of the flush time. One energy can make a purge slow, but it cannot produce a power law.

### A uniform band of energies

Now let the \(N_0\) molecules be spread evenly between a lowest energy \(E_1\) and a highest energy \(E_2\). The number initially held between \(E\) and \(E+dE\) is

\[
\frac{N_0}{E_2-E_1}\,dE .
\]

The prefactor \(\nu\) is taken to be the same for all energies. Uniformity refers to the adsorbed molecules at the start of the purge. A uniform density of sites gives it if all sites are filled to the same fraction. A real dose does not quite do this, because weak sites lose molecules while the dose is still running and end up less filled. Equal filling is therefore an assumption of the model. It is reasonable for sites whose release time is much longer than the dose, and these dominate the release once the purge has lasted much longer than the dose.

Each energy class empties independently, so the release rates add:

\[
Q(t)=\frac{N_0}{E_2-E_1}\int_{E_1}^{E_2}k(E)e^{-k(E)t}\,dE .
\]

The rate itself is the convenient variable of integration. Differentiating \(k=\nu e^{-E/k_BT}\) gives

\[
dk=-\frac{k}{k_BT}\,dE,
\qquad\text{so}\qquad
k\,dE=-k_BT\,dk .
\]

The factor \(k\) in the integrand is thereby absorbed. The limits become \(k_1=k(E_1)\), the fastest rate, and \(k_2=k(E_2)\), the slowest. The minus sign is removed by exchanging the limits:

\[
Q(t)=\frac{N_0k_BT}{E_2-E_1}\int_{k_2}^{k_1}e^{-kt}\,dk .
\]

With the dimensionless width

\[
w=\frac{E_2-E_1}{k_BT}=\ln\frac{k_1}{k_2},
\]

the elementary integral gives

\[
Q(t)=\frac{N_0}{w}\,\frac{e^{-k_2t}-e^{-k_1t}}{t}. \tag{1}
\]

No approximation has been made within the model. Let \(\tau_1=1/k_1\) and \(\tau_2=1/k_2\) be the fastest and slowest release times. When \(t\) is much longer than \(\tau_1\) and much shorter than \(\tau_2\), the first exponential is close to one and the second close to zero. Then

\[
Q(t)\simeq\frac{N_0}{wt}. \tag{2}
\]

Three checks can be made on equation (1).

At short times, \(e^{-kt}\simeq1-kt\), and the numerator becomes \((k_1-k_2)t\). Hence \(Q(0)=N_0(k_1-k_2)/w\), which is finite. The inverse-time law does not extend to \(t=0\).

For a narrow band, \(k_2=k_1e^{-w}\simeq k_1(1-w)\). The difference of exponentials is then approximately \((k_1-k_2)te^{-k_1t}\simeq wk_1te^{-k_1t}\), and equation (1) returns \(N_0k_1e^{-k_1t}\), the single-energy result.

The total released must equal the inventory. Integrating over time before integrating over \(k\),

\[
\int_0^\infty Q\,dt
=\frac{N_0}{w}\int_{k_2}^{k_1}\frac{dk}{k}
=\frac{N_0}{w}\ln\frac{k_1}{k_2}=N_0 .
\]

### Which molecules are leaving

At time \(t\), the class at energy \(E\) contributes in proportion to \(ke^{-kt}=xe^{-x}/t\), with \(x=kt\). This is largest at \(x=1\), because the derivative of \(xe^{-x}\) is \((1-x)e^{-x}\). Setting \(k=1/t\) gives the energy that dominates the release,

\[
E_*(t)=k_BT\ln(\nu t).
\]

Weaker sites have mostly emptied, while stronger ones have hardly begun. The boundary moves upward at the speed

\[
\frac{dE_*}{dt}=\frac{k_BT}{t}.
\]

Multiplying this speed by the uniform density \(N_0/(E_2-E_1)\) gives \(N_0/(wt)\), which is equation (2). The inverse time is the slowing advance of the emptying front through a uniform density.

The front is not sharp. Deep inside the band, the share of the release coming from \(0.1<x<3\) is \(\int_{0.1}^{3}e^{-x}dx\simeq0.86\). That interval spans an energy \(k_BT\ln30\simeq3.4\,k_BT\). The band must therefore be several \(k_BT\) wide before the front can lie well away from both edges.

For the model wall, \(E_1=0.90\) eV, \(E_2=1.30\) eV, \(\nu=10^{13}\ \mathrm{s^{-1}}\) and \(k_BT=0.03447\) eV. Thus

\[
w=\frac{0.40}{0.03447}=11.6,\qquad
\tau_1=0.0219\ \mathrm{s},\qquad
\tau_2=2.39\times10^3\ \mathrm{s}.
\]

At 10 s the front is at \(0.03447\ \mathrm{eV}\times\ln10^{14}=1.11\) eV, near the middle of the band.

### How wide the inverse-time window is

The relative shortfall of equation (1) from equation (2) is

\[
\delta(t)=1-\left(e^{-k_2t}-e^{-k_1t}\right)
=\left(1-e^{-k_2t}\right)+e^{-k_1t}.
\]

Since \(1-e^{-y}\le y\) for \(y\ge0\),

\[
0\le\delta(t)\le k_2t+e^{-k_1t}. \tag{3}
\]

To keep \(\delta\) below a chosen \(\varepsilon\), it is sufficient to keep each term on the right below \(\varepsilon/2\). The second term sets the beginning of the window and the first sets its end:

\[
\tau_1\ln\frac{2}{\varepsilon}\le t\le\frac{\varepsilon\tau_2}{2}.
\]

This interval exists if its upper end is not below its lower end. Because \(\tau_2/\tau_1=e^w\), the condition is

\[
w\ge\ln\!\left[\frac{2}{\varepsilon}\ln\frac{2}{\varepsilon}\right].
\]

For \(\varepsilon=0.05\), this requires \(w\ge4.99\). The model wall satisfies it, and its guaranteed window runs from 0.081 s to 60 s. Quadrature over the energies finds a largest deviation of 2.5% relative to equation (2) on the sampled times in that interval. It is only half of the permitted 5% because, at each end, one of the two terms in (3) is negligible.

It is therefore not enough for the time to lie between the fastest and slowest release times; margins are needed at both ends. For a wide band, \(Q\) is \(1-e^{-1}=0.63\) of the inverse-time value at \(\tau_1\), and \(e^{-1}=0.37\) of it at \(\tau_2\).

The local exponent is a second measure of the window. Write \(x_1=k_1t\) and \(x_2=k_2t\). The logarithm of equation (1) contains \(-\ln t\) and \(\ln(e^{-x_2}-e^{-x_1})\). Since \(dx_i/d\ln t=x_i\),

\[
\frac{d\ln Q}{d\ln t}
=-1+\frac{x_1e^{-x_1}-x_2e^{-x_2}}{e^{-x_2}-e^{-x_1}}. \tag{4}
\]

Once \(e^{-x_1}\) is negligible, the fraction reduces to \(-x_2\), and the exponent is \(-1-t/\tau_2\). It is \(-1.004\) at 10 s, \(-1.04\) at 100 s and \(-1.42\) at 1000 s. The power law gives way gradually to the exponential emptying of the strongest sites. Equations (1) and (4) were both tested against the defining energy integral from 0.01 to 5000 s.

### What remains on the wall

The surviving number is the sum of the surviving classes. Using \(dE=-k_BT\,dk/k\),

\[
\frac{N(t)}{N_0}=\frac1w\int_{k_2}^{k_1}\frac{e^{-kt}}{k}\,dk .
\]

Define the exponential integral \(\mathcal E(x)=\int_x^\infty e^{-u}du/u\). The substitution \(u=kt\) gives

\[
\frac{N(t)}{N_0}=\frac{\mathcal E(k_2t)-\mathcal E(k_1t)}{w}. \tag{5}
\]

Inside the window the second term is exponentially small, while the first needs the behaviour of \(\mathcal E\) at small argument. Integration by parts gives

\[
\mathcal E(x)=-e^{-x}\ln x+\int_x^\infty e^{-u}\ln u\,du .
\]

As \(x\to0\), the integral tends to \(\int_0^\infty e^{-u}\ln u\,du=-\gamma\), where \(\gamma=0.577\) is Euler's constant. Therefore \(\mathcal E(x)\simeq-\ln x-\gamma\). Since \(\ln k_2=\ln k_1-w\),

\[
\frac{N(t)}{N_0}\simeq\frac{-\ln(k_1t)+w-\gamma}{w}
=1-\frac{\ln(k_1t)+\gamma}{w}. \tag{6}
\]

At 10 s, \(k_1t=10/0.02185=458\), and the estimate is \(1-(6.13+0.58)/11.6=0.42\). The energy integral gives 0.42 as well.

Equation (6) says that each decade of time releases the same fraction, \(\ln10/w=0.198\). The integral gives 0.198 for the decade from 1 to 10 s. In this regime the release rate falls as the inverse of time, while the inventory falls only logarithmically.

### Changing the distribution

If uniformity is responsible for the exponent \(-1\), a sloping density should change it. Let the initial density be proportional to \(e^{-\alpha(E-E_1)/k_BT}\), with \(\alpha>0\), so that weak sites hold more. This factor equals \((k/k_1)^\alpha\), and the release becomes

\[
Q(t)=B\int_{k_2}^{k_1}k^\alpha e^{-kt}\,dk .
\]

The constant \(B\) follows from the inventory:

\[
N_0=B\int_{k_2}^{k_1}k^{\alpha-1}dk
=B\,\frac{k_1^\alpha-k_2^\alpha}{\alpha}.
\]

Deep inside the window the limits may be replaced by zero and infinity. With \(u=kt\),

\[
Q(t)\simeq B\int_0^\infty k^\alpha e^{-kt}dk
=B\,\Gamma(1+\alpha)\,t^{-1-\alpha}. \tag{7}
\]

As \(\alpha\to0\), \(B\to N_0/\ln(k_1/k_2)=N_0/w\), and equation (2) returns. For \(\alpha=0.3\), the energy integral has exponent \(-1.301\) at 10 s, against the predicted \(-1.3\). Within this model, an exponent that stays near \(-1\) thus requires a density whose average over the few \(k_BT\) covered by the emptying front varies little as the front advances. Structure much finer than the front is smoothed out, so the exponent does not reveal it.

### Changing the temperature

Equation (2) can be written \(Q\simeq N_0k_BT/[(E_2-E_1)t]\). At fixed time and equal initial loading, a warmer wall releases faster in proportion to \(T\). Going from 400 to 410 K should raise the release at 1 s by a factor 1.025, and the energy integral gives 1.024.

Heating helps by shortening \(\tau_2=\nu^{-1}e^{E_2/k_BT}\), so that the inverse-time regime ends sooner. At 5000 s the same 10 K reduces the release to 0.044 of its value at 400 K. A modest temperature rise can therefore make the residual release slightly larger during a short purge and much smaller after a long one.

## Second half: pressure, purge time and readsorption

### Results carried forward

The wall initially holds \(N_0\) molecules spread evenly in energy from \(E_1\) to \(E_2\). The fastest and slowest desorption rates are \(k_1=1/\tau_1\) and \(k_2=1/\tau_2\), and \(w=(E_2-E_1)/k_BT=\ln(k_1/k_2)\). Without readsorption the release rate is

\[
Q(t)=\frac{N_0}{wt}\left(e^{-k_2t}-e^{-k_1t}\right)\simeq\frac{N_0}{wt}
\quad(\tau_1\ll t\ll\tau_2).
\]

The gas volume is \(V\), the volumetric purge flow is \(S\), and \(\tau_g=V/S\). In the example \(T=400\) K, \(w=11.6\), \(\tau_1=0.0219\) s, \(\tau_2=2.39\times10^3\) s and \(\tau_g=0.10\) s. The wall area \(A=0.20\ \mathrm{m^2}\) carries \(10^{18}\) molecules per square metre, so \(N_0=2.0\times10^{17}\).

### From release rate to pressure

Let \(g(t)\) be the number of precursor molecules in the gas, with \(g(0)=g_0\). The gas is ideal, well mixed and at the wall temperature, so \(p=gk_BT/V\). Purging removes \(Sg/V=g/\tau_g\) molecules per second:

\[
\frac{dg}{dt}=Q(t)-\frac{g}{\tau_g}.
\]

Multiplication by \(e^{t/\tau_g}\) turns the terms containing \(g\) into the derivative of \(ge^{t/\tau_g}\). Integration from zero to \(t\) gives

\[
g(t)=g_0e^{-t/\tau_g}+\int_0^te^{-(t-t')/\tau_g}Q(t')\,dt'. \tag{8}
\]

The first term is the original gas being flushed. The second is the wall release, remembered for about one flush time.

To evaluate it, set \(a=1/\tau_g-k_2\) and \(b=1/\tau_g-k_1\), both assumed nonzero. The integral becomes

\[
\frac{N_0}{w}e^{-t/\tau_g}\int_0^t\frac{e^{at'}-e^{bt'}}{t'}\,dt'.
\]

The integrand is finite at \(t'=0\), but its two parts separately are not. Begin at a small time \(\eta\) and use the function \(\mathrm{Ei}(x)\), whose derivative is \(e^x/x\) and which behaves as \(\gamma+\ln|x|\) near zero. The integral from \(\eta\) is

\[
\mathrm{Ei}(at)-\mathrm{Ei}(bt)-\left[\mathrm{Ei}(a\eta)-\mathrm{Ei}(b\eta)\right].
\]

As \(\eta\to0\), the bracket tends to \(\ln|a/b|\). Hence

\[
g(t)=e^{-t/\tau_g}\left\{g_0+\frac{N_0}{w}
\left[\mathrm{Ei}(at)-\mathrm{Ei}(bt)-\ln\left|\frac ab\right|\right]\right\}. \tag{9}
\]

With \(N_0=0\), simple flushing returns. Equation (9) was also tested against direct propagation of 240 discrete wall classes coupled to the gas. The two agree within 0.1% at six times from 0.1 to 5000 s.

For \(t\gg\tau_g\), a simpler form is available. Put \(u=t-t'\) in equation (8) and expand \(Q(t-u)\simeq Q(t)-uQ'(t)\). The exponential weight confines \(u\) to a few \(\tau_g\), so the upper limit can be taken to infinity. The integrals of \(e^{-u/\tau_g}\) and \(ue^{-u/\tau_g}\) are \(\tau_g\) and \(\tau_g^2\). In the inverse-time window \(Q'\simeq-Q/t\), which gives

\[
g\simeq\tau_gQ\left(1+\frac{\tau_g}{t}\right).
\]

Multiplying by \(k_BT/V\) and using \(\tau_g/V=1/S\),

\[
p(t)\simeq\frac{k_BTQ(t)}{S}\left(1+\frac{\tau_g}{t}\right)
\simeq\frac{k_BTN_0}{wSt}. \tag{10}
\]

The lag factor exceeds one because the gas still contains molecules released slightly earlier, when the rate was higher. At 10 s it is predicted to be 1.010, and the full solution gives 1.010.

A wall loaded evenly over a wide band of desorption energies releases molecules as the inverse of time between its fastest and slowest release times, with margins at both ends, and the pressure follows the same law once the original gas has been flushed. It remains to find the purge time this implies and to see how it changes when molecules can return to the wall.

Numerical values quoted here were computed with a short program.
